# The zero of the massless 1/l⁴ integral hides two poles

**Q:** In dimensional regularization the integral of $1/l^4$ is zero. Zero is finite, so a massless loop that reduces to this integral has no divergence and needs no counterterm. Where could that go wrong?

**A:** The zero is right, but the conclusion doesn't follow from it. Let us see how the zero arises. I use Euclidean momenta, $\hbar=c=1$ and $d=4-2\epsilon$:

$$I=\int\frac{d^dl}{(2\pi)^d}\frac1{l^4}.$$

The unit sphere in $d$ dimensions has area $2\pi^{d/2}/\Gamma(d/2)$. Dividing by $(2\pi)^d=(4\pi)^{d/2}\pi^{d/2}$ gives

$$I=K_d\int_0^\infty dl\,l^{d-5}=K_d\int_0^\infty dl\,l^{-1-2\epsilon},\qquad K_d=\frac{2}{(4\pi)^{d/2}\Gamma(d/2)}.$$

For which $\epsilon$ does this converge?

**Q:** Large $l$ needs $\epsilon>0$ and small $l$ needs $\epsilon<0$. So for none.

**A:** Then $I$ has to be defined by continuation. Cut the range at some momentum $\Lambda$ and evaluate each part where it exists:

$$K_d\int_\Lambda^\infty dl\,l^{-1-2\epsilon}=\frac{K_d\Lambda^{-2\epsilon}}{2\epsilon}\quad(\epsilon>0),\qquad
K_d\int_0^\Lambda dl\,l^{-1-2\epsilon}=-\frac{K_d\Lambda^{-2\epsilon}}{2\epsilon}\quad(\epsilon<0).$$

Continued to a common $\epsilon\neq0$, the two add to zero for every $\Lambda$. Each has a pole at $\epsilon=0$. Since $K_4=1/(8\pi^2)$, the poles are

$$I=\frac{1}{16\pi^2}\left(\frac1{\epsilon_{\rm UV}}-\frac1{\epsilon_{\rm IR}}\right).$$

The labels record which end of the integral produced each pole. After continuation both symbols denote the same $\epsilon$. The zero is thus a cancellation between a divergence at large momentum and one at small momentum.

**Q:** You made those poles by cutting the integral in two. Would another cut give other poles?

**A:** Try a smooth one. Take

$$B_0(m)=\int\frac{d^dl}{(2\pi)^d}\frac1{(l^2+m^2)^2}$$

as the first part. It is harmless at small $l$, so any pole it has is ultraviolet. With $s=l^2/m^2$ and $\int_0^\infty ds\,s^{a-1}(1+s)^{-a-b}=\Gamma(a)\Gamma(b)/\Gamma(a+b)$,

$$B_0=\frac{K_d}{2}m^{-2\epsilon}\int_0^\infty ds\,\frac{s^{1-\epsilon}}{(1+s)^2}=\frac{K_d}{2}m^{-2\epsilon}\,\Gamma(2-\epsilon)\Gamma(\epsilon)=\frac{\Gamma(\epsilon)\,m^{-2\epsilon}}{(4\pi)^{d/2}}.$$

The last step uses $d/2=2-\epsilon$ in $K_d$. As $\Gamma(\epsilon)\to1/\epsilon$, the pole is again $1/(16\pi^2\epsilon)$.

The second part is the remainder,

$$R=\int\frac{d^dl}{(2\pi)^d}\left[\frac1{l^4}-\frac1{(l^2+m^2)^2}\right]
=\frac{K_d}{2}m^{-2\epsilon}\int_0^\infty ds\,s^{-1-\epsilon}h(s),\quad h=1-\frac{s^2}{(1+s)^2}.$$

Here $h\to1$ at small $s$ and $h\to2/s$ at large $s$, so the integral converges for $-1<\epsilon<0$. In that range the boundary terms of an integration by parts vanish. With $h'=-2s/(1+s)^3$,

$$\int_0^\infty ds\,s^{-1-\epsilon}h=\frac1\epsilon\int_0^\infty ds\,s^{-\epsilon}h'
=-\frac2\epsilon\,\frac{\Gamma(2-\epsilon)\Gamma(1+\epsilon)}{\Gamma(3)}=-\Gamma(2-\epsilon)\Gamma(\epsilon).$$

Hence $R=-B_0$ after continuation. The total is zero, and the pole coefficients are the same as with the sharp cut.

**Q:** Can I see the two divergences without leaving four dimensions?

**A:** Yes, if you give each end of the integral its own mass. At $d=4$, with $s=l^2$ now,

$$\int\frac{d^4l}{(2\pi)^4}\left[\frac1{(l^2+m^2)^2}-\frac1{(l^2+M^2)^2}\right]
=\frac1{16\pi^2}\left[\ln\frac{s+m^2}{s+M^2}+\frac{m^2}{s+m^2}-\frac{M^2}{s+M^2}\right]_0^\infty
=\frac{1}{16\pi^2}\ln\frac{M^2}{m^2}.$$

For $m=1$ and $M=1000$ this is 0.0875. Raising $M$ tenfold gives 0.1167, and so does lowering $m$ tenfold instead. One logarithm grows at both ends. The pole pair is what remains of it when neither end has a scale.

**Q:** But if I let $m\to0$ in $B_0$, surely I must get your zero?

**A:** That depends on the sign of $\epsilon$, because $B_0\propto m^{-2\epsilon}$. As $m$ goes from 1 to $10^{-5}$ to $10^{-10}$, the continued $B_0$ at $\epsilon=-0.1$ goes from $-0.0525$ to $-0.00525$ to $-0.000525$, towards zero. At $\epsilon=+0.1$ it grows: 0.0776, 0.776, 7.76. The limits $m\to0$ and $\epsilon\to0$ do not commute. Setting $m=0$ first trades a logarithm of the mass for an infrared pole.

**Q:** Now show me a case where this matters for physics.

**A:** The one-loop vacuum polarization of QED will do. Take Hermitian matrices with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$, a trace of 4 for the unit matrix, $e^2=4\pi\alpha$, and the electron propagator

$$S(l)=\frac{1}{i\slashed l+m}=\frac{-i\slashed l+m}{l^2+m^2}.$$

Integrating out the electron multiplies the photon weight $e^{-S_{\rm photon}}$ by $\det(\slashed\partial+ie\slashed A+m)$. The term of second order in $A$ in its logarithm is $-\tfrac12{\rm Tr}(S\,ie\slashed A\,S\,ie\slashed A)=+\tfrac12e^2{\rm Tr}(S\slashed AS\slashed A)$. A positive term in the exponent is subtracted from the action. The photon's quadratic kernel $q^2\delta_{\mu\nu}-q_\mu q_\nu$ is therefore multiplied by $1-\Pi$, where

$$(q^2\delta_{\mu\nu}-q_\mu q_\nu)\,\Pi(q)=e^2\int\frac{d^dl}{(2\pi)^d}\,{\rm tr}\,[\gamma_\mu S(l)\gamma_\nu S(l+q)].$$

Gauge invariance fixes the tensor on the left. The effective charge squared at momentum $q$ is $e^2/(1-\Pi)$.

Set $\mu=\nu$ and sum. The left side becomes $(d-1)q^2\Pi$. On the right, $\gamma_\mu\gamma_\mu=d$ and $\gamma_\mu\slashed l\gamma_\mu=(2-d)\slashed l$, while traces of an odd number of matrices vanish. The factor $(-i)^2$ reverses the sign of $2-d$, so the numerator is

$$4\left[(d-2)\,l\cdot(l+q)+d\,m^2\right].$$

For a massless electron, write $l\cdot(l+q)=\tfrac12[l^2+(l+q)^2-q^2]$. The first two terms each cancel a denominator and leave $\int 1/l^2$, after a shift of $l$ where needed. That integral is scaleless too: its two parts are $\pm K_d\Lambda^{d-2}/(d-2)$, which cancel and have no pole at $d=4$. What is left is

$$\Pi(q)=-2e^2\,\frac{d-2}{d-1}\,B(q),\qquad B(q)=\int\frac{d^dl}{(2\pi)^d}\frac{1}{l^2(l+q)^2}.$$

**Q:** And setting $q=0$ under the integral turns $B$ into $I$.

**A:** It does. At $d=4$ the prefactor is $-\tfrac43e^2$, and $\tfrac43\cdot4\pi\alpha/(16\pi^2)=\alpha/(3\pi)$. The poles are

$$\Pi(0)\big|_{m=0}:\quad-\frac{\alpha}{3\pi}\left(\frac1{\epsilon_{\rm UV}}-\frac1{\epsilon_{\rm IR}}\right).$$

The total is zero. Your argument would now say that massless QED needs no charge renormalization. Check it at $q\neq0$.

**Q:** Then I need $B(q)$. I combine the denominators with $1/(ab)=\int_0^1dx\,[xa+(1-x)b]^{-2}$ and shift $l$. That gives $B_0$ with $m^2$ replaced by $x(1-x)q^2$:

$$B(q)=\frac{\Gamma(\epsilon)}{(4\pi)^{d/2}}q^{-2\epsilon}\int_0^1dx\,[x(1-x)]^{-\epsilon}
=\frac{\Gamma(\epsilon)\Gamma(1-\epsilon)^2}{(4\pi)^{d/2}\Gamma(2-2\epsilon)}\,q^{-2\epsilon}.$$

It has a pole at $\epsilon=0$, and nothing cancels it.

**A:** Which end does that pole come from? Near $l=0$ the integrand behaves as $1/l^2$, and near $l=-q$ as $1/(l+q)^2$. Both are integrable in four dimensions, so the pole is ultraviolet. The external momentum has removed the infrared divergence and exposed the ultraviolet one, which $\Pi(0)$ contained all along.

**Q:** So a counterterm is needed after all. What does it do physically?

**A:** It makes the coupling run. The bare coupling $\alpha_0$ enters as $\alpha_0/(1-\Pi)\approx\alpha_0(1+\Pi)$, and $\Pi$ has the ultraviolet pole $-\alpha/(3\pi\epsilon)$. To cancel it at this order,

$$\alpha_0=\mu^{2\epsilon}\alpha(\mu)\left[1+\frac{\alpha(\mu)}{3\pi\epsilon}\right],$$

up to a constant factor that doesn't depend on $\mu$. The power of $\mu$ keeps $\alpha$ dimensionless. Since $\alpha_0$ cannot depend on the arbitrary $\mu$, its logarithmic derivative vanishes:

$$0=2\epsilon\,\alpha\left(1+\frac{\alpha}{3\pi\epsilon}\right)+\frac{d\alpha}{d\ln\mu}\left(1+\frac{2\alpha}{3\pi\epsilon}\right).$$

Solve for the derivative and expand to second order in $\alpha$:

$$\frac{d\alpha}{d\ln\mu}=-2\epsilon\alpha\left(1-\frac{\alpha}{3\pi\epsilon}\right)=-2\epsilon\alpha+\frac{2\alpha^2}{3\pi}\;\longrightarrow\;\frac{2\alpha^2}{3\pi}\quad(\epsilon\to0).$$

Without the pole term in $\alpha_0$, the right side would go to zero, and the one-loop running would be lost.

**Q:** And the infrared pole? You can't remove that with a counterterm.

**A:** No, and you shouldn't try. It reports on the long-distance question you asked. To see what it stands for, restore the mass. With $D_1=l^2+m^2$ and $D_2=(l+q)^2+m^2$ we have $l\cdot(l+q)=\tfrac12(D_1+D_2-q^2)-m^2$. The mass terms in the numerator combine as $-(d-2)m^2+dm^2=2m^2$, so

$$(d-1)q^2\Pi=4e^2\left\{(d-2)A-\left[\tfrac{d-2}{2}q^2-2m^2\right]B_m(q)\right\},\qquad A=\int\frac{d^dl}{(2\pi)^d}\frac1{l^2+m^2}.$$

Here $B_m(q)=\int d^dl/(2\pi)^d\,1/(D_1D_2)$. Feynman's parameter gives it as $B_0$ with $m^2\to m^2+x(1-x)q^2$, integrated over $x$. As $\int_0^1x(1-x)dx=\tfrac16$,

$$B_m(q)=B_0\left[1-\frac{\epsilon q^2}{6m^2}+\dots\right].$$

**Q:** The right side must vanish at $q=0$. Does it?

**A:** It does. By dimension $A\propto(m^2)^{d/2-1}$, and $dA/dm^2=-B_0$, so $(d-2)A=-2m^2B_0$. This cancels the term $2m^2B_0$. At order $q^2$,

$$(d-1)\Pi(0)=4e^2B_0\left[-(1-\epsilon)-\frac\epsilon3\right]=-\frac{4(3-2\epsilon)}{3}e^2B_0.$$

Since $d-1=3-2\epsilon$, we get $\Pi(0)=-\tfrac43e^2B_0(m)$ in any $d$ to which it is continued. In the MS-bar convention, $e^2$ is accompanied by $\mu^{2\epsilon}(e^{\gamma_E}/4\pi)^\epsilon$, with $\gamma_E$ Euler's constant. This absorbs the constants $\ln4\pi-\gamma_E$ from the expansion of $B_0$, leaving

$$\Pi(0)=-\frac{\alpha}{3\pi}\left[\frac1\epsilon+\ln\frac{\mu^2}{m^2}\right]+O(\epsilon).$$

Compare this with the massless poles. The ultraviolet pole is the same, and $-1/\epsilon_{\rm IR}$ has become $\ln(\mu^2/m^2)$. After the ultraviolet pole is subtracted, the charge at zero momentum is

$$\alpha(0)=\frac{\alpha(\mu)}{1+\dfrac{\alpha(\mu)}{3\pi}\ln\dfrac{\mu^2}{m^2}}.$$

If $\alpha(\mu)$ is held fixed and $m\to0$, this one-loop expression tends to zero. Virtual pairs of ever larger size keep screening the charge. The infrared pole says that massless electrons leave no finite, nonzero charge to be measured at infinite distance.

**Q:** Suppose I insist on defining the charge at zero momentum in the massless theory. I subtract $\Pi(0)=0$, so $\Pi(Q)-\Pi(0)$ still has a pole. Has renormalization failed?

**A:** Keep the labels and see:

$$-\frac{\alpha}{3\pi}\frac1{\epsilon_{\rm UV}}+\frac{\alpha}{3\pi}\left(\frac1{\epsilon_{\rm UV}}-\frac1{\epsilon_{\rm IR}}\right)=-\frac{\alpha}{3\pi}\frac1{\epsilon_{\rm IR}}.$$

The ultraviolet poles have cancelled, as they should. The surviving pole is infrared, and it arises because the massless theory has no nonzero charge at zero momentum to serve as a reference. A real electron mass turns it into a finite logarithm.

For that we need the finite part of $\Pi(Q)$ at $Q\gg m$. There the massless form suffices: the terms it drops amount at leading order to $6m^2/Q^2$ in units of $\alpha/(3\pi)$, and their poles cancel between $(d-2)A$ and $2m^2B_m$. From $-\int_0^1\ln[x(1-x)]dx=2$, the bracket in $B$ is $1/\epsilon+\ln(\mu^2/Q^2)+2$. The prefactor is

$$\frac{2(d-2)}{d-1}=\frac{4(1-\epsilon)}{3-2\epsilon}=\frac43\left(1-\frac\epsilon3+\dots\right).$$

Its $\epsilon$ term meets the pole and changes 2 into $2-\tfrac13=\tfrac53$. Thus

$$\Pi(Q)=-\frac{\alpha}{3\pi}\left[\frac1\epsilon+\ln\frac{\mu^2}{Q^2}+\frac53\right],\qquad
\Pi(Q)-\Pi(0)=\frac{\alpha}{3\pi}\left[\ln\frac{Q^2}{m^2}-\frac53\right].$$

**Q:** How large is the effect for real electrons?

**A:** Take $Q=1000\,m$, which is 511 MeV, and keep only the electron loop. Muons, hadrons and higher orders are left out, so this is not the full physical coupling: the muon loop alone would lower $1/\alpha_{\rm eff}$ at this $Q$ by a further 0.18. With $\alpha/(3\pi)=7.74273\times10^{-4}$ and $\ln(Q^2/m^2)=13.81551$,

$$\Pi(Q)-\Pi(0)=7.74273\times10^{-4}\,(13.81551-1.66667)=0.009407.$$

The numerical check obtains the same value from a dispersion integral over pair production, which uses no dimensional regularization.

At one loop $\Pi$ is proportional to the bare coupling. Subtracting $1/\alpha_{\rm eff}=(1-\Pi)/\alpha_0$ at the two momenta therefore gives

$$\frac1{\alpha_{\rm eff}(Q)}=\frac{1-[\Pi(Q)-\Pi(0)]}{\alpha}=137.036\,(1-0.009407)=135.747.$$

The inverse coupling has fallen by 1.289. The fall comes from the $\ln Q^2$ in the massless $\Pi(Q)$, cut off at the electron mass and reduced by the constant $\tfrac53$. Because $B\propto\Gamma(\epsilon)\,Q^{-2\epsilon}$, the coefficient $\alpha/(3\pi)$ of that logarithm is minus the coefficient of the ultraviolet pole in $\Pi$, which the zero of the massless $\Pi(0)$ concealed.

**Q:** And the infrared end?

**A:** Keep $Q$ and the charge at rest fixed, and make the electron ten times lighter. The difference $\Pi(Q)-\Pi(0)$ rises by $(\alpha/3\pi)\ln100=0.003566$, to 0.012972, and $1/\alpha_{\rm eff}$ falls to 135.258. Each further factor of ten adds the same amount at this order, so the massless limit doesn't exist with the charge at rest held fixed. In the massless theory one must define the coupling at some nonzero scale, either a momentum $Q\neq0$ or the subtraction scale $\mu$.

**Q:** May I still set scaleless integrals to zero?

**A:** Yes, in a sum where all poles carry the same $\epsilon$. But when you read off a counterterm, you need the ultraviolet pole alone, and a vanishing total doesn't tell you what it is. Separate it with a mass, or with an external momentum that makes every region of small momentum integrable, as it did in $B(q)$. That condition has to be checked each time: $1/[l^4(l+q)^2]$ still diverges at small $l$ in four dimensions, and a light-like momentum with $q^2=0$ leaves $B$ scaleless. The infrared pole then has to cancel in a well-posed observable, or it tells you that the quantity depends on a long-distance scale you have set to zero.

## Calculated quantities

```
SCALELESS INTEGRAL (momentum in an arbitrary fixed unit)
cut 1.0: UV part at eps=+0.25 = 0.0518917
cut 1.0: IR part at eps=-0.25 = 0.0118743
cut 2.0: UV part at eps=+0.25 = 0.0366930
cut 2.0: IR part at eps=-0.25 = 0.0167927
1/(16 pi^2) = 0.00633257 (dimensionless)
UV coefficient of 1/eps, quadrature = 0.0063326
IR coefficient of 1/eps, quadrature = -0.0063326
FOUR-DIMENSIONAL LOGARITHM (dimensionless)
m=1.0, M=1000: integral = 0.0874877
m=0.1, M=1000: integral = 0.1166503
m=1.0, M=10000: integral = 0.1166503
ORDER OF LIMITS (continued massive integral)
m=1e+00: eps=+0.1 0.077596; eps=-0.1 -0.052540
m=1e-05: eps=+0.1 0.775965; eps=-0.1 -0.005254
m=1e-10: eps=+0.1 7.759646; eps=-0.1 -0.000525
QED, ONE ELECTRON LOOP
alpha = 0.0072973526 (dimensionless)
electron mass = 0.510999 MeV
Q/m = 1000; Q = 510.999 MeV
alpha/(3 pi) = 7.74273155e-04
ln(Q^2/m^2) = 13.815511
Pi(Q)-Pi(0), dispersion integral = 0.00940653
Pi(Q)-Pi(0), dimensional reg. = 0.00940652
Pi(Q)-Pi(0), logarithmic formula = 0.00940652
1/alpha at zero momentum = 137.03600
1/alpha_eff at Q = 135.74697
decrease of 1/alpha_eff = 1.28903
Pi(Q)-Pi(0), mass m/10, same Q = 0.01297218
increase caused by lighter mass = 0.00356566
(alpha/(3 pi)) ln(100) = 0.00356566
1/alpha_eff at same Q, mass m/10 = 135.25834
running coefficient from UV pole = 0.212206
running coefficient from dispersion = 0.212205
2/(3 pi) = 0.212207
```
